# The spin-flip M1 decay of helium $2\,^3S_1$: a program that tests the result

```python
# Relativistic spin-flip M1 decay He 2 3S1 -> 1 1S0 (atomic units, c = 1/alpha, fixed nucleus).
# Under test: coupling (alpha/2) B.sum_a sigma_a (1 + alpha^2 Q_a), rate (4/3) alpha^9 w^3 M^2,
#  M = <singlet|Q_1|triplet> (spatial), w = transition energy, u = |r12|, r12 = r1 - r2,
#  form A: -2/3 p1^2 - w^2 r1^2/6 + Z/(3 r1)
#  form B: -p1^2/2 - w^2 r1^2/12 + Z/(6 r1) - r12.r1/(6u^3) + r12.r2/(3u^3)   (raw operator)
#  form C: -p1^2/3 + r12.r2/(3u^3)
# One electron, photon wave number k free: Q = -p^2/2 - (k/alpha)^2 r^2/6 + r V'/6 + w^2 r^2/12.
# Independent road: Dirac equation, spinors (P Omega_kappa, i Q Omega_-kappa)/r.
import numpy as np, mpmath as mp, sympy as sp
from numpy.polynomial.legendre import leggauss
from numpy.polynomial.laguerre import laggauss
from scipy import constants as sc, optimize, special, integrate
pc = sc.physical_constants
alpha, Eh = sc.alpha, pc['Hartree energy in eV'][0]
bohr, t_au = pc['Bohr radius'][0]*1e10, pc['atomic unit of time'][0]
mc2, hbar = pc['electron mass energy equivalent in MeV'][0]*1e6, sc.hbar/sc.e
print(f"1/alpha = {1/alpha:.6f}; hartree = {Eh:.6f} eV; bohr = {bohr:.6f} A")
print(f"mc^2 = {mc2:.2f} eV; hbar = {hbar:.6e} eV s")

# ---- spin and angular factors by quadrature
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
s1 = [np.kron(s, np.eye(2)) for s in sig]; s2 = [np.kron(np.eye(2), s) for s in sig]
singlet = np.array([0, 1, -1, 0])/np.sqrt(2)
triplets = [np.array([1., 0, 0, 0]), np.array([0, 1, 1, 0])/np.sqrt(2), np.array([0, 0, 0, 1.])]
mus = [np.array([singlet@(a-b)@t/2 for a, b in zip(s1, s2)]) for t in triplets]
assert max(abs(singlet@(a+b)@t) for a, b in zip(s1, s2) for t in triplets) < 1e-14
Cs = Cd = 0; norm2 = 0; pol = np.zeros(3)
for ct, wc in zip(*leggauss(10)):
    st = np.sqrt(1-ct*ct)
    for ph in np.arange(10)*np.pi/5:
        dO = wc*np.pi/5
        n = np.array([st*np.cos(ph), st*np.sin(ph), ct])
        e1 = np.array([ct*np.cos(ph), ct*np.sin(ph), -st]); e2 = np.cross(n, e1)
        pol += dO*np.array([abs(m@e1)**2+abs(m@e2)**2 for m in mus])
        v = (np.tensordot(n, sig, 1)*ct-sig[2])[:, 0]/np.sqrt(4*np.pi)   # acting on s1/2, m=+1/2
        y20 = np.sqrt(5/16/np.pi)*(3*ct*ct-1); y21 = -np.sqrt(15/8/np.pi)*st*ct*np.exp(1j*ph)
        Cs += dO*v[0].real/np.sqrt(4*np.pi); norm2 += dO*np.vdot(v, v).real
        Cd += dO*np.vdot([-np.sqrt(.4)*y20, np.sqrt(.6)*y21], v).real
assert np.allclose(pol, 8*np.pi/3, atol=1e-12)
assert abs(Cs+2/3) < 1e-12 and abs(Cs**2+Cd**2-norm2) < 1e-12
print(f"photon sum/(8pi/3), M=1,0,-1: {np.round(pol*3/8/np.pi, 8)}; C_s = {Cs:.6f}; C_d^2 = {Cd**2:.6f}")
x = sp.symbols('x', positive=True); fM1 = 3*(sp.sin(x)/x**2-sp.cos(x)/x)/x
assert sp.simplify(fM1+x*sp.diff(fM1, x)/3-sp.sin(x)/x) == 0

# ---- exact Dirac-Coulomb 2s -> 1s in hydrogen
mp.mp.dps = 40; c = 1/mp.mpf(alpha); gam = mp.sqrt(1-1/c**2)
def dirac_s(n):
    eps = c**2/mp.sqrt(1+(1/c/(n-1+gam))**2)-c**2; lam = mp.sqrt(-eps*(2*c**2+eps))/c
    b0 = c*(gam-1)
    a1, b1 = mp.lu_solve(mp.matrix([[-1, -c*(gam+2)], [c*gam, -1]]),
                         mp.matrix([eps-c*lam*b0, c*lam+(2*c**2+eps)*b0]))
    assert abs(-eps*a1+c*lam*b1) < 1e-20          # series terminates
    a, b = [1, a1], [b0, b1]
    nn = sum((a[i]*a[j]+b[i]*b[j])*mp.gamma(2*gam+i+j+1)/(2*lam)**(2*gam+i+j+1)
             for i in range(2) for j in range(2))
    return eps, lam, [t/mp.sqrt(nn) for t in a], [t/mp.sqrt(nn) for t in b]
(eA, lA, aA, bA), (eB, lB, aB, bB) = dirac_s(1), dirac_s(2)
kH = (eB-eA)/c
TH = Cs/2*sum((aA[i]*bB[j]+bA[i]*aB[j])*(-kH**2/4)**n/(mp.factorial(n)*mp.rf(2.5, n))
              * mp.gamma(2*gam+i+j+2*n+2)/(lA+lB)**(2*gam+i+j+2*n+2)
              for i in range(2) for j in range(2) for n in range(8))
QH_dirac = float(TH*2*c**3); rateH = float(4*kH**3*TH**2)/t_au
QH = integrate.quad(lambda r: np.sqrt(2)*np.exp(-1.5*r)*(-2/3*(1-r)*(1-1.5*r+r*r/4)
                    + r*r*(1-r/2)*(-(3/8)**2*r*r/6+1/(3*r))), 0, 80, epsabs=1e-13)[0]
assert abs(QH+8*np.sqrt(2)/81) < 1e-10
assert abs(QH_dirac/QH-1) < 5e-4 and abs(rateH*t_au*972/alpha**9-1) < 1e-3   # O(alpha^2) left
print(f"H 2s-1s: Q operator = {QH*Eh:.5f} eV, Q Dirac = {QH_dirac*Eh:.5f} eV")
print(f"H 2s-1s rate: Dirac {rateH:.5e} 1/s, alpha^9/972 = {alpha**9/972/t_au:.5e} 1/s")

# ---- Dirac diagonalization in smooth wells, oscillator basis
xr, wr = leggauss(400); r = 8*(xr+1); wr = 8*wr; NB = 30
def ho(l, N):
    n = np.arange(N)[:, None]
    pre = np.exp(.5*(np.log(2)+special.gammaln(n+1)-special.gammaln(n+l+1.5)))*r**(l+1)*np.exp(-r*r/2)
    L = special.eval_genlaguerre(n, l+.5, r*r)
    dL = -special.eval_genlaguerre(np.maximum(n-1, 0), l+1.5, r*r)*(n > 0)
    return pre*L, pre*(((l+1)/r-r)*L+2*r*dL)
def dirac(kap, V, c):
    (P, dP), (Q, _) = ho(0 if kap == -1 else 2, NB), ho(1, NB if kap == -1 else NB+1)
    assert abs((Q*wr)@Q.T-np.eye(len(Q))).max() < 1e-11
    D = (Q*wr)@(dP+kap*P/r).T
    E, U = np.linalg.eigh(np.block([[(P*wr*V)@P.T, c*D.T], [c*D, (Q*wr*(V-2*c*c))@Q.T]]))
    return E, U[:NB].T@P, U[NB:].T@Q, D, P
def f_m1(z):
    term = np.ones_like(z); tot = term.copy()
    for n in range(1, 16):
        term = term*(-z*z/4)/(n*(n+1.5)); tot = tot+term
    return tot
rich = lambda lo, hi: (4*hi-lo)/3               # c = 40, 80 extrapolated to alpha^2 -> 0
wells = {'r^2/2': (r*r/2, r*r), 'r^2/2-3exp(-r^2)': (r*r/2-3*np.exp(-r*r), r*r*(1+6*np.exp(-r*r)))}
ratios = []
for name, (V, rdV) in wells.items():
    sol = {cc: dirac(-1, V, cc) for cc in (40., 80.)}
    D, P = sol[40.][3:]
    En, Un = np.linalg.eigh(D.T@D/2+(P*wr*V)@P.T)
    u0, u1, w = Un[:, 0]@P, Un[:, 1]@P, En[1]-En[0]
    p2, r2, rv = Un[:, 0]@D.T@D@Un[:, 1], wr@(u0*u1*r*r), wr@(u0*u1*rdV)
    ratios.append(rv/p2)
    for s in (1, 2):
        val = []
        for cc, (E, Pn, Qn, _, _) in sol.items():
            i = np.argmax(E > -cc*cc)
            sg = np.sign(wr@(Pn[i]*u0))*np.sign(wr@(Pn[i+1]*u1))
            T = Cs*wr@(r/2*f_m1(s*w*r/cc)*(Pn[i]*Qn[i+1]+Qn[i]*Pn[i+1]))
            val.append(sg*T*2*cc**3)
        Qop = -p2/2-s*s*w*w*r2/6+rv/6+w*w*r2/12
        assert abs(rich(*val)/Qop-1) < 5e-4
        if s == 1: assert abs(Qop/(-p2/3)-1) < 1e-8
        print(f"well {name} (a.u.), k={s}*alpha*w: |Q| Dirac {abs(rich(*val))*Eh:.4f} eV, operator {abs(Qop)*Eh:.4f} eV")
    # shielding of a Gaussian spin cloud, enclosed fraction Nenc(r), by the Dirac electron
    Nenc = special.erf(r)-2*r/np.sqrt(np.pi)*np.exp(-r*r)
    tot, neg = [], []
    for cc in (40., 80.):
        E, Pn, Qn, _, _ = sol[cc]; i = np.argmax(E > -cc*cc); E0, P0, Q0 = E[i], Pn[i], Qn[i]
        t = g = 0
        for kap, C2 in ((-1, Cs**2), (2, Cd**2)):
            E, Pn, Qn, _, _ = sol[cc] if kap == -1 else dirac(2, V, cc)
            mix = (Pn*Q0+Qn*P0)*wr; keep = abs(E-E0) > 1e-6
            terms = 2*C2*(mix@(r/2))[keep]*(mix@(Nenc/r**2))[keep]/(E0-E[keep])*cc*cc
            t += terms.sum(); g += terms[E[keep] < -cc*cc].sum()
        tot.append(t); neg.append(g)
    lamb = wr@(u0*u0*Nenc/r)/3
    assert abs(rich(*tot)/lamb-1) < 5e-4 and abs(neg[1]/tot[1]-1) < 1e-2
    print(f"  shielding/alpha^2: Dirac {rich(*tot)*Eh:.5f} eV, <N/r>/3 {lamb*Eh:.5f} eV, neg.-energy share {neg[1]/tot[1]:.4f}")
assert abs(ratios[0]-ratios[1]) > 0.05          # the two wells weigh p^2 and rV' differently
print(f"<rV'>/<p^2> off-diagonal in the two wells: {ratios[0]:.4f}, {ratios[1]:.4f}")

# ---- Hylleraas functions r1^i r2^j u^k exp(-a r1 - b r2); a set is (a, b, index array)
LEG = {n: leggauss(n) for n in (32, 44)}; LAG = {n: laggauss(n) for n in range(4, 12)}
def index(Om, sym):
    return np.array([(i, j, k) for i in range(Om+1) for j in range(Om+1-i)
                     for k in range(Om+1-i-j) if not sym or i >= j])
swap = lambda X: (X[1], X[0], X[2][:, [1, 0, 2]])
def block(X, Y, Z, full, nt=32):
    Om = int(max(X[2].sum(1).max(), Y[2].sum(1).max()))
    (tau, wt), (xl, wl) = LEG[nt], LAG[Om+4]
    A, B = X[0]+Y[0], X[1]+Y[1]; kw = (A+B)/2; ku = (kw+(A-B)*tau/2)[:, None, None]
    one = np.ones((nt, Om+4, Om+4))
    u = (xl[None, :, None]/ku*one).ravel(); w = (xl/kw*one).ravel(); t = u*(tau[:, None, None]*one).ravel()
    r1, r2 = (u+w+t)/2, (u+w-t)/2
    W = (wt[:, None, None]*wl[None, :, None]*wl/(ku*kw)).ravel()*4*np.pi**2*r1*r2*u*u
    pw = [q[None, :]**np.arange(Om+1)[:, None] for q in (r1, r2, u)]
    def ev(S):
        i, j, k = S[2].T; f = pw[0][i]*pw[1][j]*pw[2][k]
        return f, (i[:, None]/r1-S[0])*f, (j[:, None]/r2-S[1])*f, k[:, None]/u*f
    f, f1, f2, fu = [q*W for q in ev(X)]; g, g1, g2, gu = ev(Y)
    d1 = ((u+w)*t+u*u)/2; d2 = ((u+w)*t-u*u)/2  # r12.r1 and r12.r2
    c1, c2 = d1/(r1*u), -d2/(r2*u)
    p1 = f1@(g1+c1*gu).T+fu@(gu+c1*g1).T; p2 = f2@(g2+c2*gu).T+fu@(gu+c2*g2).T
    out = {'S': f@g.T, 'H': (p1+p2)/2+f@(g*(1/u-Z/r1-Z/r2)).T}
    if full:
        out['p1'] = p1
        for key, op in (('r2', r1*r1), ('ir', 1/r1), ('iu', 1/u), ('x1', d1/u**3), ('x2', d2/u**3)):
            out[key] = f@(g*op).T
    return out
def solve(X, s, Z, nt=32):
    d, e = block(X, X, Z, False, nt), block(X, swap(X), Z, False, nt)
    S, H = [2*(d[q]+s*e[q]) for q in 'SH']; sc_ = 1/np.sqrt(np.diag(S))
    S, H = [(m+m.T)/2*np.outer(sc_, sc_) for m in (S, H)]
    lam, U = np.linalg.eigh(S); keep = lam > 1e-11*lam[-1]; U = U[:, keep]/np.sqrt(lam[keep])
    E, v = np.linalg.eigh(U.T@H@U)
    return E[0], sc_*(U@v[:, 0])
def elements(X, sX, cX, Y, sY, cY, Z):
    out = {}
    for XX, a in ((X, 1), (swap(X), sX)):
        for YY, b in ((Y, 1), (swap(Y), sY)):
            for q, m in block(XX, YY, Z, True).items(): out[q] = out.get(q, 0)+a*b*(cX@m@cY)
    return out
def formB(m, w, Z): return -m['p1']/2-w*w*m['r2']/12+Z*m['ir']/6-m['x1']/6+m['x2']/3
def transition(F, I, Z):
    (Ef, cf), (Ei, ci) = solve(F, 1, Z), solve(I, -1, Z); w = Ei-Ef
    m = elements(F, 1, cf, I, -1, ci, Z); sg = np.sign(m['p1'])   # phase: <p1^2> > 0
    m = {q: sg*v for q, v in m.items()}
    return Ef, Ei, w, m, (-2*m['p1']/3-w*w*m['r2']/6+Z*m['ir']/3, formB(m, w, Z), (m['x2']-m['p1'])/3), cf, ci
life = lambda w, M: t_au/(4/3*alpha**9*w**3*M*M)

Xt = (1.7, 0.6, index(0, False)); bt = block(Xt, Xt, 2, True)
ref = -integrate.quad(lambda q: 4*.6**3*q*np.exp(-1.2*q)*(1-np.exp(-3.4*q)*(1+3.4*q+5.78*q*q)), 0, 60)[0]
assert abs(bt['x2'][0, 0]/bt['S'][0, 0]/ref-1) < 1e-9
assert abs(solve((27/16, 27/16, index(0, True)), 1, 2)[0]+(27/16)**2) < 1e-12
mz = [transition((Z, Z, index(3, True)), (Z, Z/2, index(3, False)), Z)[4][0]/Z**2 for Z in (50., 100.)]
lim = 2*mz[1]-mz[0]
assert abs(lim/(QH_dirac/np.sqrt(2))-1) < 1e-3
print(f"large Z: M/Z^2 -> {lim*Eh:.4f} eV, -8/81 hartree = {-8/81*Eh:.4f} eV; rate/hydrogenic {4/3*lim**2/QH**2:.4f}")

rows = []; ab = np.array([2., .5])
print("He: Omega, terms S/T, a_S, a_T, b_T (1/A), E(1 1S), E(2 3S) (eV)")
for Om in range(7):
    iS, iT = index(Om, True), index(Om, False)
    a = optimize.minimize_scalar(lambda z: solve((z, z, iS), 1, 2)[0], bounds=(1.5, 2.8), method='bounded',
                                 options={'xatol': 1e-5 if Om < 3 else 3e-3}).x
    eT = lambda p: 0. if (p[1] < .2 or p[0] < p[1]+.3) else solve((p[0], p[1], iT), -1, 2)[0]
    start = min((ab, np.array([2., .6])), key=eT)
    ab = optimize.minimize(eT, start, method='Nelder-Mead', options={'xatol': 1e-4, 'fatol': 1e-10,
                           'maxfev': 120 if Om < 3 else (30 if Om < 5 else 14)}).x
    F, I = (a, a, iS), (ab[0], ab[1], iT); rows.append(transition(F, I, 2))
    print(f"{Om} {len(iS)}/{len(iT)} {a/bohr:.3f} {ab[0]/bohr:.3f} {ab[1]/bohr:.3f} {rows[-1][0]*Eh:.5f} {rows[-1][1]*Eh:.5f}")
print("He: Omega, hbar w, M_A, M_B, M_C (eV), lifetime A, B, C (s)")
for Om, (Ef, Ei, w, m, M, cf, ci) in enumerate(rows):
    print(f"{Om} {w*Eh:.4f} "+" ".join(f"{q*Eh:.4f}" for q in M)+" "+" ".join(f"{life(w, q):.0f}" for q in M))
for lo, hi in zip(rows, rows[1:]): assert hi[0] < lo[0]+1e-6 and hi[1] < lo[1]+1e-6
spread = [abs(q[4][2]/q[4][0]-1) for q in rows]
assert spread[-1] < 2e-3 and max(spread[:2]) > 5*spread[-1]      # hypervirial identity
Ef, Ei, w, m, M, cf, ci = rows[-1]
assert abs(solve(I, -1, 2, 44)[0]-Ei) < 1e-7                     # tau grid converged
dS, dT = elements(F, 1, cf, F, 1, cf, 2), elements(I, -1, ci, I, -1, ci, 2)
assert abs(dS['p1']/Ef+1) < 1e-4 and abs(dT['p1']/Ei+1) < 1e-4   # virial <T> = <p1^2> = -E
assert abs(m['iu']) < 1e-9 and abs(m['S']) < 1e-9
tauA = life(w, M[0]); rate = 1/tauA
assert abs(life(rows[-2][2], rows[-2][4][0])/tauA-1) < 3e-3
assert abs(4/3*alpha*(w*Eh)**3*(M[0]*Eh)**2/mc2**4/hbar/rate-1) < 1e-7
assert abs(tauA/7900-1) < 0.02                                   # rough target lifetime
tau_no = life(w, M[1]-m['x2']/3); assert abs(tau_no/tauA-1) > 10*spread[-1]
gB, gV = formB(dT, 0, 2), -(dT['p1']/3+dT['iu']/6); assert abs(gB/gV-1) < 3e-4
print(f"spread |M_C/M_A - 1|: Omega=0 {spread[0]:.2e}, Omega=1 {spread[1]:.2e}, Omega=6 {spread[-1]:.2e}")
print(f"virial -<T>/E: singlet {-dS['p1']/Ef:.6f}, triplet {-dT['p1']/Ei:.6f}")
print(f"<p1^2/m> = {m['p1']*Eh:.4f} eV, <r1^2> = {m['r2']*bohr**2:.5f} A^2, <1/r1> = {m['ir']/bohr:.5f} 1/A")
print(f"<r12.r1/u^3> = {m['x1']/bohr:.5f} 1/A, <r12.r2/u^3> = {m['x2']/bohr:.5f} 1/A")
print(f"form A pieces: {-2*m['p1']/3*Eh:.4f}, {-w*w*m['r2']/6*Eh:.4f}, {2*m['ir']/3*Eh:.4f} eV")
print(f"form B pieces: {-m['p1']/2*Eh:.4f}, {-w*w*m['r2']/12*Eh:.4f}, {m['ir']/3*Eh:.4f}, {-m['x1']/6*Eh:.4f}, {m['x2']/3*Eh:.4f} eV")
print(f"M = {M[0]*Eh:.4f} eV = {M[0]:.5f} hartree; M/mc^2 = {M[0]*alpha**2:.4e}")
print(f"hbar w = {w*Eh:.4f} eV = {w:.6f} hartree; wavelength = {2*np.pi*bohr/(alpha*w):.2f} A")
print(f"rate = {rate:.4e} 1/s; lifetime = {tauA:.0f} s = {tauA/3600:.3f} h; width = {hbar*rate:.3e} eV")
print(f"lifetime without spin-other-orbit term = {tau_no:.0f} s")
print(f"2 3S: <T> = {dT['p1']*Eh:.4f} eV, <e^2/r12> = {dT['iu']*Eh:.4f} eV")
print(f"2 3S g shift: form B {gB*alpha**2*1e6:.2f} ppm, virial form {gV*alpha**2*1e6:.2f} ppm")
print("every check passed")
```

Printed output:

```
1/alpha = 137.035999; hartree = 27.211386 eV; bohr = 0.529177 A
mc^2 = 510998.95 eV; hbar = 6.582120e-16 eV s
photon sum/(8pi/3), M=1,0,-1: [1. 1. 1.]; C_s = -0.666667; C_d^2 = 0.222222
H 2s-1s: Q operator = -3.80076 eV, Q Dirac = -3.80080 eV
H 2s-1s rate: Dirac 2.49592e-06 1/s, alpha^9/972 = 2.49578e-06 1/s
well r^2/2 (a.u.), k=1*alpha*w: |Q| Dirac 11.1090 eV, operator 11.1090 eV
well r^2/2 (a.u.), k=2*alpha*w: |Q| Dirac 55.5450 eV, operator 55.5450 eV
  shielding/alpha^2: Dirac 3.61859 eV, <N/r>/3 3.61859 eV, neg.-energy share 0.9999
well r^2/2-3exp(-r^2) (a.u.), k=1*alpha*w: |Q| Dirac 18.8384 eV, operator 18.8384 eV
well r^2/2-3exp(-r^2) (a.u.), k=2*alpha*w: |Q| Dirac 59.3722 eV, operator 59.3723 eV
  shielding/alpha^2: Dirac 2.96012 eV, <N/r>/3 2.96012 eV, neg.-energy share 0.9998
<rV'>/<p^2> off-diagonal in the two wells: -1.0000, -0.3839
large Z: M/Z^2 -> -2.6876 eV, -8/81 hartree = -2.6875 eV; rate/hydrogenic 0.6667
He: Omega, terms S/T, a_S, a_T, b_T (1/A), E(1 1S), E(2 3S) (eV)
0 1/1 3.189 3.720 0.607 -77.48867 -58.79416
1 3/4 3.427 3.784 1.194 -78.67444 -59.18778
2 7/10 3.430 3.690 1.238 -79.00624 -59.19061
3 13/20 3.600 4.062 1.194 -79.01208 -59.19096
4 22/35 3.853 3.734 1.464 -79.01408 -59.19100
5 34/56 3.992 4.410 1.336 -79.01427 -59.19100
6 50/84 4.223 4.107 1.570 -79.01435 -59.19101
He: Omega, hbar w, M_A, M_B, M_C (eV), lifetime A, B, C (s)
0 18.6945 -9.0902 -8.6592 -8.2281 8544 9416 10428
1 19.4867 -8.0646 -7.7845 -7.5043 9584 10287 11069
2 19.8156 -8.7293 -8.6754 -8.6215 7780 7877 7975
3 19.8211 -8.6967 -8.6560 -8.6153 7832 7905 7980
4 19.8231 -8.6967 -8.6833 -8.6699 7829 7853 7878
5 19.8233 -8.6912 -8.6822 -8.6732 7839 7855 7872
6 19.8233 -8.6849 -8.6819 -8.6788 7850 7856 7861
spread |M_C/M_A - 1|: Omega=0 9.48e-02, Omega=1 6.95e-02, Omega=6 7.05e-04
virial -<T>/E: singlet 1.000000, triplet 1.000000
<p1^2/m> = 23.8537 eV, <r1^2> = -0.26146 A^2, <1/r1> = 0.51775 1/A
<r12.r1/u^3> = -0.15158 1/A, <r12.r2/u^3> = -0.15158 1/A
form A pieces: -15.9024, 2.2472, 4.9703 eV
form B pieces: -11.9268, 1.1236, 2.4852, 0.3638, -0.7276 eV
M = -8.6849 eV = -0.31916 hartree; M/mc^2 = -1.6996e-05
hbar w = 19.8233 eV = 0.728494 hartree; wavelength = 625.45 A
rate = 1.2739e-04 1/s; lifetime = 7850 s = 2.181 h; width = 8.385e-20 eV
lifetime without spin-other-orbit term = 9359 s
2 3S: <T> = 59.1910 eV, <e^2/r12> = 7.2980 eV
2 3S g shift: form B -40.99 ppm, virial form -40.99 ppm
every check passed
```
